# Ghost States of a Kleinman-Bylander Channel with Negative Projector Strength, part 1

(Sections cited here and not found follow in the second part.)

## 1. Interlacing and the ghost

### A channel with two states

Suppose that a radial channel has two basis states, in which the local Hamiltonian is $h=\mathrm{diag}(0,2)$ in some unit of energy. A pseudo-wave $\phi=(a,b)$, with $a,b>0$ and $a^2+b^2=1$, is to be a state of energy $E=1$, which lies above the lowest local level 0. The potential missing from $h$ must then supply a vector $\chi$ with $h\phi+\chi=\phi$, so that

$$\chi=\phi-h\phi=(a,\,b-2b)=(a,-b),\qquad D\equiv\phi\cdot\chi=a^2-b^2. \tag{1}$$

A separable potential that supplies this vector is $\chi\chi^{T}/D$. Acting on $\phi$ it gives $\chi(\chi\cdot\phi)/D=\chi$, because $\chi\cdot\phi=D$. Hence $H=h+\chi\chi^{T}/D$ has the eigenvalue 1, as required. The trace gives the other eigenvalue:

$$\mathrm{tr}\,H=2+\frac{a^2+b^2}{D}=2+\frac1D,\qquad E_{\rm other}=\mathrm{tr}\,H-1=1+\frac1D. \tag{2}$$

Since $D=2a^2-1$ and $0<a<1$, $D$ lies between $-1$ and $1$. If $D$ is negative, $1/D<-1$ and the other level is below 0: it is below the lowest local level and hence below the reference. With $a^2=0.4$, for instance, $D=-0.2$ and the other level is at $-4$. As $D$ approaches zero from below, it sinks without limit. If $D$ is positive, $1/D>1$ and the other level is above 2, where it does no harm to the order of the levels.

The position of the reference matters as much as the sign. Put $E=-1$, below both local levels. Then $\chi=-\phi-h\phi=(-a,-3b)$ and $D=-(a^2+3b^2)$, which is negative for every $a$ and $b$. The other eigenvalue is the trace minus $E$,

$$E_{\rm other}=2-\frac{a^2+9b^2}{a^2+3b^2}+1
=\frac{3a^2+9b^2-a^2-9b^2}{a^2+3b^2}=\frac{2a^2}{a^2+3b^2}, \tag{3}$$

which is positive. The reference is now the lowest level, although the projector is again attractive. A negative strength is therefore dangerous when the reference lies above the lowest local level, and this is what has to be proved for a real channel.

### The radial problem and its assumptions

Fix one angular momentum $l$. Radial functions $u(r)$ vanish at $r=0$ and have the inner product $\langle f|g\rangle=\int_0^\infty f g\,dr$; all functions may be taken real. In Hartree atomic units the local Hamiltonian is

$$h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm loc}(r). \tag{4}$$

The potential $V_{\rm loc}$ is the screened one: it contains the Hartree and exchange-correlation potentials of the reference atom, held fixed. It is regular for $r>0$, tends to a constant at large $r$, and is no more singular than a Coulomb potential at the origin. Then $h$ is self-adjoint and bounded below. Its bound levels $e_0<e_1<\dots$ lie below the threshold $\Lambda$ of the continuum, and at least $e_0$ is assumed to exist.

These levels are simple. If $u$ and $w$ are two bound functions of equal energy, the radial equation gives $(uw'-wu')'=uw''-wu''=0$. The bracket is constant and vanishes at the origin, where both functions vanish. So $u'/u=w'/w$, and the two functions are proportional.

The semilocal potential of the channel differs from $V_{\rm loc}$ by $\delta V(r)$, which is bounded and vanishes beyond a core radius $r_c$. The pseudo-wave $\phi$ is normalized, bound and free of nodes, and obeys

$$(h+\delta V)\phi=E\phi,\qquad E<\Lambda. \tag{5}$$

Define, with $\chi\neq0$ and $D\neq0$,

$$\chi=\delta V\phi,\qquad D=\langle\phi|\delta V|\phi\rangle=\langle\phi|\chi\rangle,\qquad
H=h+\frac{|\chi\rangle\langle\chi|}{D}. \tag{6}$$

The last operator is the Kleinman-Bylander Hamiltonian of the channel. With the normalized projector $\hat\chi=\chi/\|\chi\|$, the separable term becomes

$$\frac{|\chi\rangle\langle\chi|}{D}=E_{\rm KB}|\hat\chi\rangle\langle\hat\chi|,\qquad
E_{\rm KB}=\frac{\langle\chi|\chi\rangle}{D}. \tag{7}$$

The projector strength $E_{\rm KB}$ is an energy, and its sign is that of $D$. Exactly as in the two-state case, $H\phi=h\phi+\chi\langle\chi|\phi\rangle/D=h\phi+\delta V\phi=E\phi$. The reference level is thus a level of $H$ for either sign. Subtracting $E\phi$ from $h\phi+\chi=E\phi$ gives the relation that will be used repeatedly,

$$(h-E)\phi=-\chi. \tag{8}$$

### When an extra level deserves the name ghost

A level of $H$ below $E$ is spurious if the semilocal channel has no such level. This follows from the absence of nodes in $\phi$, by two steps.

First, the lowest bound function $u_0$ of a radial Hamiltonian of the form (4) has no node at $r>0$. The function $|u_0|$ has the same norm, the same potential energy and the same kinetic energy $\frac12\int(u_0')^2dr$, so its energy expectation is also $e_0$. Expanded in the spectrum of $h$, a function reaches this minimum only if all its weight lies at $e_0$. So $|u_0|$ is itself an eigenfunction and has a continuous slope. At a node it would be zero without changing sign, and its slope would vanish there too. A solution of a second-order equation with zero value and zero slope at a regular point vanishes everywhere, which contradicts its norm. The sign of $u_0$ can therefore be chosen positive.

Second, the same argument applies to $h+\delta V$, whose lowest function is positive. Eigenfunctions of different energies are orthogonal, but two positive functions have a positive overlap. The nodeless $\phi$ must therefore be the lowest state of $h+\delta V$. Every level of $H$ below $E$ is then a ghost. If $\phi$ had a node, because a semicore state of the same $l$ was kept among the valence states, a lower level could be legitimate. The inequalities below would still count it, but would not decide what to call it.

### Counting levels with subspaces

For a self-adjoint operator $A$ that is bounded below, let $N_A(x)$ be the dimension of its spectral subspace for energies below $x$. When this number is finite, the spectrum below $x$ consists of that many levels. The number has a variational meaning:

$$N_A(x)=\max\{\dim M:\ \langle f|A-x|f\rangle<0\ \text{for every nonzero } f\in M\}. \tag{9}$$

The spectral subspace itself has the stated property, since each of its vectors contains energies below $x$ alone. A subspace $M$ of larger dimension cannot have it. Orthogonality to the spectral subspace imposes $N_A(x)$ linear conditions, and a space of more dimensions contains a nonzero $f$ that satisfies them all. This $f$ contains energies of at least $x$, so $\langle f|A-x|f\rangle\ge0$.

Now compare $H$ with $h$ for $D<0$ and $x<\Lambda$. For every $f$,

$$\langle f|H|f\rangle=\langle f|h|f\rangle-\frac{\langle\chi|f\rangle^2}{|D|}\le\langle f|h|f\rangle. \tag{10}$$

A subspace on which $h-x$ is negative is also one on which $H-x$ is negative, so $N_H(x)\ge N_h(x)$. In the other direction, take any $k$-dimensional subspace on which $H-x$ is negative. The single condition $\langle\chi|f\rangle=0$ leaves at least $k-1$ dimensions. On these the last term of (10) vanishes and $h-x$ is negative as well, whence $k-1\le N_h(x)$. Together,

$$N_h(x)\le N_H(x)\le N_h(x)+1\qquad(D<0). \tag{11}$$

The right side is finite, so $H$ too has nothing but discrete levels below $\Lambda$. Call them $E_0\le E_1\le\dots$. Inequality (11) is the interlacing theorem in the language of counting. For any $x$ just above $e_k$, $h$ has $k+1$ levels below $x$, hence $H$ has at least as many, and $E_k\le e_k$. At $x=e_k$, $h$ has $k$ levels below $x$, so $H$ has at most $k+1$, and $E_{k+1}\ge e_k$. As far as the levels lie below $\Lambda$,

$$E_0\le e_0\le E_1\le e_1\le E_2\le\cdots\qquad(D<0). \tag{12}$$

An attractive term of rank one raises no level, and lowers none past the next lower level of $h$. For $D>0$ the sign in (10) is reversed, the roles of $h$ and $H$ are exchanged, and

$$N_h(x)-1\le N_H(x)\le N_h(x)\qquad(D>0). \tag{13}$$

### The theorem

Let $D<0$ and $E>e_0$. By (12), $E_0\le e_0<E$. Since $E$ itself is a level of $H$, $E_0$ is another level below it, and by the node argument it is a ghost. This proves the statement.

The energy $e_0$ here is the lowest level of the local potential in the same angular-momentum channel, with the centrifugal term included. The lowest $s$ level of $V_{\rm loc}$ must not be put in its place for a $d$ projector. Both $e_0$ and $E$ must also refer to the same screened potential.

The ghost lies strictly below $e_0$. To see this, project (8) on $u_0$. Because $h$ acts to the left as $e_0$, the result is $(e_0-E)\langle u_0|\phi\rangle=-\langle u_0|\chi\rangle$, or

$$\langle u_0|\chi\rangle=(E-e_0)S,\qquad S=\langle u_0|\phi\rangle>0. \tag{14}$$

The overlap is positive because both functions are nodeless. Taking $u_0$ as a trial function for $H$ and inserting (14) in (10),

$$E_0\le\langle u_0|H|u_0\rangle=e_0-\frac{(E-e_0)^2S^2}{|D|}<e_0. \tag{15}$$

There is exactly one level below $e_0$, since (11) at $x=e_0$ allows at most $0+1$.

### How many ghosts, and when there are none

Let $n$ be the number of local levels below $E$, and let $E$ not coincide with a local level. For $D<0$, (11) at $x=E$ gives $N_H(E)\ge n$. Choose next an $x$ slightly above $E$, with no local level between. The count for $H$ now includes the reference itself, so $N_H(E)+1\le N_H(x)\le n+1$, and $N_H(E)\le n$. For $D>0$, (13) gives $N_H(E)\ge n-1$ at $x=E$ and $N_H(E)+1\le n$ just above. Hence

$$N_H(E)=\begin{cases}n,&D<0,\\ n-1,&D>0.\end{cases} \tag{16}$$

For negative strength the channel is free of ghosts below the reference if $E<e_0$. For positive strength it is free of them if $E$ lies between $e_0$ and $e_1$. The count says nothing about spurious levels above $E$, nor about the accuracy of the separable form away from the reference energy.

The case $E=e_0$ needs separate treatment. Equation (14) then gives $\langle u_0|\chi\rangle=0$, so $Hu_0=hu_0=e_0u_0$. The function $\phi$ has the same energy but is not proportional to $u_0$, for otherwise (8) would make $\chi$ vanish. The level is thus doubly degenerate. Just above $e_0$, (13) would allow only one level of $H$, so $D$ must be negative. Then (11) allows at most two levels there, and these are the two. The ghost coincides with the reference, and nothing lies below.

Rule (16) was tested on 400 random real symmetric matrices $h$ of dimension 12, with random $\chi$ and $E$ and with $\phi$ obtained from (8). Such a $\phi$ is not normalized, but $H$ depends only on $\chi$ and $D=\langle\phi|\chi\rangle$, and $H\phi=E\phi$ still holds. The rule held in all cases. $D$ was negative in 194 of them, with up to 11 levels below the reference. Matrices have no nodes, so this is a test of the counting and not of the name ghost.

## 2. The depth of the ghost and a sodium channel

### Symbols and results carried over

In one angular-momentum channel, $h$ is the local radial Hamiltonian with levels $e_0<e_1<\dots$ and lowest function $u_0$. The nodeless pseudo-wave $\phi$ obeys $(h+\delta V)\phi=E\phi$ and is the lowest state of $h+\delta V$. With $\chi=\delta V\phi$ and $D=\langle\phi|\chi\rangle$, the separable Hamiltonian is $H=h+|\chi\rangle\langle\chi|/D$ and its strength is $E_{\rm KB}=\|\chi\|^2/D$. For $D<0$ and $E>e_0$, $H$ has one level $E_g$ below $e_0$. Equations (8), (14), (15) and (16) give respectively $(h-E)\phi=-\chi$, the projection $\langle u_0|\chi\rangle=(E-e_0)S$ with $S=\langle u_0|\phi\rangle$, an upper bound on $E_g$, and the count of levels below $E$.

### Where the ghost lies

The separable term cannot lower any expectation value by more than $|E_{\rm KB}|$, because $\langle\hat\chi|f\rangle^2\le1$ for normalized $f$ and $\hat\chi=\chi/\|\chi\|$. With (15) this encloses the ghost:

$$e_0-|E_{\rm KB}|\le E_g\le e_0-\frac{(E-e_0)^2S^2}{|D|}. \tag{17}$$

A second upper bound comes from the trial function $\hat\chi$, which has a finite kinetic energy if $\delta V$ is continuous with a bounded slope:

$$E_g\le\langle\hat\chi|h|\hat\chi\rangle-|E_{\rm KB}|. \tag{18}$$

If $D\to0^-$ while $\chi$ tends to a nonzero limit, $|E_{\rm KB}|$ diverges and (18) drives the ghost to $-\infty$. For given $h$ and $\chi$, a small negative denominator is therefore worse than a large one.

The energy itself follows from a scalar equation. Let $Hf=xf$, with $x$ not in the spectrum of $h$. Then $(h-x)f=-\chi\langle\chi|f\rangle/D$. The number $\langle\chi|f\rangle$ is not zero, since otherwise $f$ would be an eigenfunction of $h$. Apply $(h-x)^{-1}$, project on $\chi$, and divide by $\langle\chi|f\rangle$:

$$G(x)\equiv\langle\chi|(h-x)^{-1}|\chi\rangle=-D. \tag{19}$$

Conversely, a root $x$ of (19) makes $f=(h-x)^{-1}\chi$ an eigenfunction of $H$, because $(h-x)f+\chi\langle\chi|f\rangle/D=\chi+\chi G(x)/D=0$. The reference satisfies (19) too: (8) gives $(h-E)^{-1}\chi=-\phi$, and so $G(E)=-\langle\chi|\phi\rangle=-D$.

The derivative $G'(x)=\|(h-x)^{-1}\chi\|^2$ is positive. Below $e_0$, $G$ rises from zero at $x\to-\infty$ to $+\infty$ at $e_0$, where the term from $u_0$ diverges. It therefore passes the positive value $|D|$ once, at the ghost. Dividing (19) by $\|\chi\|^2$ gives

$$\langle\hat\chi|(h-E_g)^{-1}|\hat\chi\rangle=\frac{1}{|E_{\rm KB}|}. \tag{20}$$

In words, $|E_{\rm KB}|$ is the harmonic mean of the distances from the ghost to the local energies contained in $\hat\chi$, each weighted by its share of the norm of $\hat\chi$.

For a nodeless reference with $D<0$ and $E>e_0$, the separable Hamiltonian has exactly one ghost below $e_0$, whose energy is bounded by (17) and (18) and determined by (19). It remains to see what kind of local potential produces such a ghost, and how deep it lies in the 3s channel of sodium.
